# Cubic onset of indirect absorption with a linearly vanishing amplitude

## A simple case: isotropic bands

Take a filled valence band with its maximum at \(\mathbf k=0\) and an empty conduction band with its minimum elsewhere in the Brillouin zone. Let \(\mathbf q\) be the electron wave vector measured from that minimum. Near the extrema

\[
E_v=E_{v0}-\frac{k^2}{2m_h},\qquad E_c=E_{c0}+\frac{q^2}{2m_e},
\]

in Hartree atomic units, which are used throughout. A photon of energy \(\omega\) lifts an electron from \(\mathbf k\) to \(\mathbf q\), and a phonon of energy \(\Omega\) is emitted. The phonon supplies the missing crystal momentum, so \(\mathbf k\) and \(\mathbf q\) are independent. Energy conservation, \(E_v+\omega=E_c+\Omega\), becomes

\[
\Delta\equiv\omega-E_g-\Omega=\frac{k^2}{2m_h}+\frac{q^2}{2m_e},\qquad E_g=E_{c0}-E_{v0}.
\]

The strength of absorption is governed by

\[
J=\int\!\!\int\frac{d^3k\,d^3q}{(2\pi)^6}\,|\tau(\mathbf k,\mathbf q)|^2\,
\delta\!\left(\Delta-\frac{k^2}{2m_h}-\frac{q^2}{2m_e}\right),
\]

where \(\tau\) is the amplitude of the combined photon and phonon process. Its link to the absorption coefficient is worked out in the next section.

Let \(\varepsilon=k^2/2m_h\). Then \(k\,dk=m_h\,d\varepsilon\), and integration over directions gives \(4\pi k^2dk=4\pi\sqrt2\,m_h^{3/2}\sqrt\varepsilon\,d\varepsilon\). The electron gives the same expression with \(m_e\), and the delta function fixes its energy at \(\Delta-\varepsilon\). For a constant amplitude \(\tau_0\),

\[
J=\frac{32\pi^2(m_hm_e)^{3/2}}{(2\pi)^6}|\tau_0|^2
\int_0^\Delta\!\sqrt{\varepsilon(\Delta-\varepsilon)}\,d\varepsilon .
\]

With \(\varepsilon=\Delta\sin^2\theta\) the integral is \(2\Delta^2\int_0^{\pi/2}\sin^2\theta\cos^2\theta\,d\theta=\pi\Delta^2/8\). Hence

\[
J=\frac{(m_hm_e)^{3/2}}{16\pi^3}|\tau_0|^2\Delta^2 .
\]

Now let the amplitude vanish linearly at the valence maximum, \(\tau=\mathbf a\cdot\mathbf k\). The average of \(k_ik_j\) over directions is \(k^2\delta_{ij}/3\), so \(|\tau|^2\) averages to \(|\mathbf a|^2k^2/3=2m_h|\mathbf a|^2\varepsilon/3\). The energy integral acquires one more factor \(\varepsilon\):

\[
\int_0^\Delta\varepsilon^{3/2}(\Delta-\varepsilon)^{1/2}d\varepsilon
=2\Delta^3\int_0^{\pi/2}\sin^4\theta\cos^2\theta\,d\theta=\frac{\pi\Delta^3}{16}.
\]

To see the last step, write one factor \(\sin^2\theta\) as \((1-\cos2\theta)/2\). The term with \(\cos2\theta\) integrates to zero, and half of the previous angular integral remains. Therefore

\[
J=\frac{(m_hm_e)^{3/2}}{48\pi^3}\,m_h|\mathbf a|^2\Delta^3 .
\]

The number of pairs still grows as \(\Delta^2\). The extra power comes from the mean squared distance of the hole from its extremum. On the energy shell the hole carries on average half of \(\Delta\), so \(\langle k^2\rangle=m_h\Delta\).

The same power follows from \(\tau=(\mathbf a\cdot\mathbf k)f(\mathbf q)\) with \(f(0)\ne0\), because \(f\) is constant to leading order. The condition concerns the whole amplitude. If one pathway vanishes at the extrema and another does not, \(\tau(0,0)\ne0\) and the onset is quadratic.

## From \(J\) to the absorption coefficient

Let the vector potential be \(\mathbf eA_0\cos\omega t\), with real unit polarization \(\mathbf e\) and electric field \(-\partial\mathbf A/\partial t\). The coupling is \(\mathbf A\) times the electron velocity, and the part that absorbs a photon has strength \(A_0/2\). In a crystal of \(N\) cells the phonon matrix element between Bloch states is written \(G/\sqrt N\), so the effective matrix element is \((A_0/2)\,\tau/\sqrt N\). The golden rule, with a factor 2 for spin, gives the transition rate per volume

\[
W=\frac2V\,2\pi\,\frac{A_0^2}{4N}\sum_{\mathbf k,\mathbf q}|\tau|^2\delta(\dots)
=\pi A_0^2\,v\,J .
\]

Here each sum became \(V\int d^3k/(2\pi)^3\), and \(v=V/N\) is the cell volume. The field amplitude is \(\omega A_0\), so in a medium of refractive index \(n\) the intensity is \(I=nc\,\omega^2A_0^2/8\pi\). The absorption coefficient is absorbed power per volume divided by intensity:

\[
\alpha=\frac{\omega W}{I}=\frac{8\pi^2v}{nc\,\omega}\,J .
\]

This counts one pair of extrema and one phonon branch; equivalent valleys and further branches add their own terms. At constant \(n\), \(\omega\alpha\) is thus proportional to \(J\). For parabolic bands it follows a pure power as far as \(\tau\) can be replaced by its leading term in \(\mathbf k\) and \(\mathbf q\), with the coefficients taken at the threshold value of \(\omega\). Since \(\omega\) is finite at threshold, \(\alpha\) has the same leading power.

This is the emission branch at low temperature. With \(N_{ph}\) phonons present, emission is multiplied by \(N_{ph}+1\). Phonon absorption adds a second branch, proportional to \(N_{ph}\), which starts at \(E_g-\Omega\) with a coefficient found by replacing \(\Omega\) with \(-\Omega\). Each branch has its own cubic onset; their sum is not a single cube.

## Why the amplitude vanishes

Let \(H(\mathbf k)\) be the Bloch Hamiltonian matrix in a basis of orbitals, \(P=\mathbf e\cdot\partial H/\partial\mathbf k\) the velocity along the polarization, and \(G\) the phonon coupling matrix. This form of \(P\) neglects position matrix elements between different orbitals, including those on the same site. \(G\) is taken to be independent of wave vector. If it is not, the vector potential enters \(G\) as well, and \(\tau\) gains a further term: the derivative of \(G\) along \(\mathbf e\) under a common shift of the initial and final wave vectors. Write \(H_c(\mathbf q)\) and \(P_c(\mathbf q)\) for the same matrices at the conduction valley. Second-order perturbation theory divides each product of two matrix elements by the initial minus the intermediate energy.

If the photon acts first, the initial energy is \(E_v+\omega\) and the intermediate energy is a band energy at \(\mathbf k\). If the phonon is emitted first, the photon is still present and \(\omega\) cancels from the difference. Summing over bands turns the denominators into inverse matrices:

\[
\tau=\langle c\mathbf q|\,G\,[E_v+\omega-H(\mathbf k)]^{-1}P(\mathbf k)
+P_c(\mathbf q)\,[E_v-\Omega-H_c(\mathbf q)]^{-1}G\,|v\mathbf k\rangle .
\]

Filled intermediate states belong in this sum. If a step into a filled state is blocked, the electron there can make the second step first, and the initial electron then fills the vacancy. The denominator changes sign on the energy shell, and so does the amplitude through the exchange of two electrons. The product is unchanged.

Suppose that the crystal has one site per cell, that this site is a centre of inversion, that all orbitals are even about it, and that \(G\) is constant. Then \(H(-\mathbf k)=H(\mathbf k)\), and its derivative is odd. The same holds about a valley whose wave vector differs from its negative by a reciprocal lattice vector, as at the corner of a simple cubic zone. Each term of \(\tau\) contains one factor \(P\), so with a consistent choice of phases

\[
\tau(-\mathbf k,-\mathbf q)=-\tau(\mathbf k,\mathbf q).
\]

The constant term is forbidden, and the expansion starts as \(\tau=\mathbf a\cdot\mathbf k+\mathbf b\cdot\mathbf q\). In general both terms occur.

A limit makes them visible. Let there be no interband velocity, and let \(G\) have a single element \(g\), joining the valence to the conduction state. With mass tensors \(M_h\) and \(M_e\), the band velocities along \(\mathbf e\) are \(-\mathbf e\cdot M_h^{-1}\mathbf k\) and \(+\mathbf e\cdot M_e^{-1}\mathbf q\). If the photon acts first, the electron stays in the valence state and the denominator is \(\omega\). If the phonon acts first, the denominator is \(E_v-\Omega-E_c=-\omega\) on the energy shell. The sum is

\[
\tau=-\frac g\omega\,\mathbf e\cdot\left(M_h^{-1}\mathbf k+M_e^{-1}\mathbf q\right).
\]

Light can therefore be absorbed through the band velocities alone. These vanish at both extrema, so the calculation must allow for \(\mathbf b\) as well as \(\mathbf a\).

## General masses and both linear terms

Let \(M_h\) and \(M_e\) be positive definite, and scale the wave vectors by

\[
\mathbf k=\sqrt2\,M_h^{1/2}\mathbf x,\qquad \mathbf q=\sqrt2\,M_e^{1/2}\mathbf y .
\]

The kinetic energies \(\tfrac12\mathbf k\cdot M_h^{-1}\mathbf k\) and \(\tfrac12\mathbf q\cdot M_e^{-1}\mathbf q\) become \(x^2\) and \(y^2\). The energy shell is a sphere of radius \(\sqrt\Delta\) in the six-dimensional space of \(X=(\mathbf x,\mathbf y)\), and the volume element gains the factor \(8\sqrt{\det M_h\det M_e}\). The unit sphere in six dimensions has area \(\pi^3\), and

\[
\int_0^\infty X^5\,\delta(\Delta-X^2)\,dX=\frac{\Delta^2}{2}.
\]

Collecting factors, with \(\langle\dots\rangle\) the average over the sphere,

\[
J=D\Delta^2\langle|\tau|^2\rangle,\qquad
D=\frac{8\pi^3}{2(2\pi)^6}\sqrt{\det M_h\det M_e}
=\frac{\sqrt{\det M_h\det M_e}}{16\pi^3}.
\]

By symmetry \(\langle X_iX_j\rangle=\Delta\delta_{ij}/6\). Returning to wave vectors,

\[
\langle k_ik_j\rangle=\frac\Delta3(M_h)_{ij},\qquad
\langle q_iq_j\rangle=\frac\Delta3(M_e)_{ij},\qquad
\langle k_iq_j\rangle=0 .
\]

For \(\tau=\tau_0+\mathbf a\cdot\mathbf k+\mathbf b\cdot\mathbf q\), terms with a single wave vector average to zero, and so do the products of \(\mathbf k\) with \(\mathbf q\). What remains is

\[
J=D\Delta^2\left[|\tau_0|^2+\frac\Delta3 S\right],\qquad
S=\mathbf a^\dagger M_h\mathbf a+\mathbf b^\dagger M_e\mathbf b .
\]

With \(\tau_0=0\) and \(S>0\) the onset is cubic. Setting \(\mathbf b=0\) and taking isotropic masses recovers the first result. In the band-velocity limit, \(\mathbf a=-(g/\omega)M_h^{-1}\mathbf e\) and \(\mathbf b=-(g/\omega)M_e^{-1}\mathbf e\), so \(S=(g/\omega)^2\,\mathbf e\cdot(M_h^{-1}+M_e^{-1})\mathbf e\).

The dimension enters through the pair density. In \(d\) dimensions the sphere lies in a space of \(2d\) coordinates, which gives \(\Delta^{d-1}\) for a constant amplitude and \(\Delta^d\) for a linear one.

## Three limits

**A small allowed part.** The two terms are equal at \(\Delta_*=3|\tau_0|^2/S\). For the linear amplitude above, differentiation gives the local exponent

\[
\frac{d\ln J}{d\ln\Delta}=2+\frac{\Delta}{\Delta+\Delta_*}.
\]

A weak perturbation that breaks the symmetry therefore leaves a nearly cubic curve well above \(\Delta_*\), with a quadratic foot below it. If \(\tau_0\) is not small, its interference with second-degree terms in \(\tau\) and the nonparabolic shape of the bands also contribute to \(J\) at order \(\Delta^3\), and this formula is incomplete.

**Zeros at both ends as a product.** Let \(\tau=(\mathbf a\cdot\mathbf k)(\mathbf b\cdot\mathbf q)\). The average of \(X_1^2X_2^2\) on the sphere is needed. For six independent Gaussian variables of unit variance it equals 1, while \(\langle X^4\rangle=6\cdot3+30\cdot1=48\). Length and direction are independent, so on the sphere the average is \(\Delta^2/48\). The two scalings contribute a factor 4, and

\[
J=\frac{D}{12}(\mathbf a^\dagger M_h\mathbf a)(\mathbf b^\dagger M_e\mathbf b)\,\Delta^4 .
\]

A sum of zeros and a product of zeros thus have different exponents.

**A phonon energy with a slope.** The emitted phonon's wave vector changes by \(\mathbf k-\mathbf q\). If its energy is \(\Omega+\mathbf u\cdot(\mathbf k-\mathbf q)\), then for isotropic masses the pair energy above \(E_g+\Omega\) is

\[
\frac{(\mathbf k+m_h\mathbf u)^2}{2m_h}+\frac{(\mathbf q-m_e\mathbf u)^2}{2m_e}
-\frac{(m_h+m_e)u^2}{2}.
\]

The threshold is lowered, and it now belongs to \(\mathbf k=-m_h\mathbf u\), where \(\tau=\mathbf a\cdot\mathbf k\) need not vanish. With \(\Delta'\) measured from the shifted threshold,

\[
J=D\Delta'^2\left[m_h^2|\mathbf a\cdot\mathbf u|^2+\frac{m_h|\mathbf a|^2}{3}\Delta'\right].
\]

For \(\mathbf u\) parallel to a real \(\mathbf a\), the terms are equal at \(\Delta'=3m_hu^2\). Round values \(m_h=0.5\) and \(u=0.002\) give \(3\times0.5\times(0.002)^2=6.0\times10^{-6}\) hartree. With this amplitude, a strictly cubic onset needs \(\mathbf a\cdot\mathbf u=0\). If a term \(\mathbf b\cdot\mathbf q\) is also present, the amplitude at the shifted threshold is \(-m_h\mathbf a\cdot\mathbf u+m_e\mathbf b\cdot\mathbf u\), and the two parts can cancel. In the band-velocity limit they do, because both band velocities equal \(\mathbf u\) there. A phonon energy that is stationary at the connecting wave vector avoids the question, since the threshold then stays at the band extrema as long as the phonon curvature is small beside the band curvatures. That curvature still couples \(\mathbf k\) and \(\mathbf q\) on the energy shell, so it changes the coefficient of the law, which was derived for a constant \(\Omega\), but not the power.

## A lattice on which the law can be followed

Consider a simple cubic lattice with constant \(L=8\) bohr and two even orbitals, A and B, per site. The parameters are round and represent no material. Each matrix element of \(H\) has the form

\[
H_{ij}=\epsilon_i\delta_{ij}+2\sum_{s=x,y,z}t^{ij}_s\cos(k_sL),
\]

with \(\epsilon_A=0\), \(\epsilon_B=0.22\) hartree and hoppings, in hartree along \((x,y,z)\),

- AA: \((0.010,\,0.010,\,0.012)\)
- BB: \((0.015,\,0.015,\,0.020)\)
- AB: \((0.004,\,0.004,\,0.006)\)

The phonon has \(\Omega=0.002\) hartree and couplings \(G_{AA}=0.003\), \(G_{AB}=0.002\), \(G_{BB}=0.004\) hartree. Constant couplings between even orbitals represent a vibration that is even about the site, such as the breathing of a surrounding cage. A vibration that displaces the site itself is odd about it at the zone corner, and its coupling between even orbitals vanishes at the extrema. That does not forbid the transition. The odd vibration and the odd photon coupling together are even, the wave-vector derivative of \(G\) gives \(\tau(0,0)\ne0\) in general, and the onset of such a branch is quadratic. It lies outside the present model. The polarization is \(\mathbf e=(0.6,0,0.8)\), and \(n=3\).

On a mesh of 12 points per axis the valence maximum lies at the zone centre and the conduction minimum at the zone corner. Diagonalization there gives \(E_g=0.06319\) hartree, so the threshold is \(0.06319+0.002=0.06519\) hartree, or 1.774 eV. Central differences of the bands and of \(\tau\) at the extrema, with \(\omega\) at threshold, give

\[
M_h=\mathrm{diag}(0.849,0.849,0.723),\qquad
M_e=\mathrm{diag}(0.569,0.569,0.432),
\]
\[
\mathbf a=-(0.00729,0,0.00935),\qquad \mathbf b=-(0.0102,0,0.0157).
\]

The hole sum is \(0.849(0.00729)^2+0.723(0.00935)^2=1.08\times10^{-4}\). The electron sum, formed in the same way, is \(1.66\times10^{-4}\). The hole term thus supplies 40% of the cubic coefficient: a zero at one extremum is not the whole story here. With \(D=5.44\times10^{-4}\),

\[
\frac J{\Delta^3}\to\frac{5.44\times10^{-4}}3\,(1.08+1.66)\times10^{-4}
=4.97\times10^{-8}.
\]

For comparison, \(J\) can be integrated without expanding the bands or the amplitude. The excess energy is divided between hole and electron, the lattice energy surfaces are located by Newton's method along a set of directions, and energies and directions are summed by Gaussian and uniform angular rules. The full \(\tau\) is used at the actual \(\omega\).

| \(\Delta\) (hartree) | \(J\) (a.u.) | \(J\)/cubic law |
|---|---|---|
| 0.00025 | \(7.66\times10^{-19}\) | 0.988 |
| 0.0005 | \(6.06\times10^{-18}\) | 0.975 |
| 0.001 | \(4.72\times10^{-17}\) | 0.951 |
| 0.002 | \(3.59\times10^{-16}\) | 0.904 |

The exponents between successive rows are 2.98, 2.96 and 2.93. The shortfall from the cubic law roughly doubles with \(\Delta\), as expected of a correction of order \(\Delta^4\) in \(J\). Both the shape of the bands away from their extrema and the change of \(\tau\) with wave vector and \(\omega\) enter at this order. Their contributions have not been separated.

At \(\Delta=0.001\) hartree, \(\omega=0.0662\) hartree and \(v=L^3=512\) bohr³. With \(c=137.04\),

\[
\alpha=\frac{8\pi^2(512)(4.724\times10^{-17})}{3(137.04)(0.06619)}
=7.02\times10^{-14}\ \text{bohr}^{-1},
\]

or \(1.33\times10^{-5}\) cm\(^{-1}\). The absolute size reflects the chosen phonon coupling, since \(\alpha\) scales as the square of \(G\).

## The same lattice with an allowed optical step

Now let B be odd along \(z\). The mixing becomes \(H_{AB}=2i(0.006)\sin(k_zL)\) hartree, and \(G_{AB}\) is set to zero; the other parameters stay. The mixing vanishes at both extrema, but its derivative does not. The gap is 0.056 hartree and the threshold 0.058 hartree.

At the centre \(|P_{AB}|=2(0.006)(8)(0.8)=0.0768\), and at the corner it has the opposite sign. The valence energy is 0.064 hartree. The intermediate state lies at 0.32 hartree at the centre and at −0.064 hartree at the corner, so the two denominators are

\[
0.064+0.058-0.32=-0.198,\qquad 0.064-0.002+0.064=0.126 .
\]

The opposite signs of \(P_{AB}\) and of the denominators make the pathways add:

\[
|\tau_0|=0.0768\left(\frac{0.004}{0.198}+\frac{0.003}{0.126}\right)=3.38\times10^{-3}.
\]

The same shell integration gives exponents 2.00, 2.00 and 2.01 over the same four energies. At \(\Delta=0.001\) hartree above its own threshold, this model has \(\alpha=7.58\times10^{-12}\) bohr\(^{-1}\), or \(1.43\times10^{-3}\) cm\(^{-1}\), about 108 times the forbidden value. This ratio belongs to the model. The on-site dipole between A and an odd B is allowed by symmetry but neglected here, and it would change \(\tau_0\).

## Reading an onset, and where the law stops

Close to the threshold of a single cubic branch, \((\omega\alpha)^{1/3}\) is linear in \(\omega\) and reaches zero at \(E_g+\Omega\). Suppose the square root is plotted instead. It varies as \(\Delta^{3/2}\), and its tangent at \(\Delta_1\) reaches zero at

\[
\Delta_1-\frac{\Delta_1^{3/2}}{(3/2)\Delta_1^{1/2}}=\frac{\Delta_1}{3}.
\]

The threshold is then placed too high by one third of the excess energy at which the tangent was drawn.

The derivation treats electron and hole as independent. Their attraction alters the pair density near threshold, where these exponents then cannot be assumed. Broadening comparable with \(\Delta\) hides the power law. The derivation also assumes intermediate denominators away from zero, a phonon energy that is stationary at the connecting wave vector, and nondegenerate extrema with finite, positive masses. Within these conditions, the leading power is decided by the first nonzero term of the complete amplitude about the pair of extrema.
